# How Many Trajectories Fix a Sticking Probability Near 0.001?: a numerical check

```python
"""
Result under test: direct counting of N independent trajectories estimates a
sticking probability p with relative standard error r = sqrt((1-p)/(N p)),
so N = (1-p)/(p r^2); for p = 0.001 and r = 0.10 this is about 100 000.
Symbols: p sticking probability, r relative standard error, N trajectories,
K number of sticking events, m trajectories sharing one surface snapshot,
s relative spread of the sticking probability between snapshots.
The example is silane on hot silicon with round, rough parameters.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def relative_error(p, trials):
    return math.sqrt((1 - p) / (trials * p))


def required_trials(p, r):
    # the small offset keeps rounding noise from raising an exact integer
    return math.ceil((1 - p) / (p * r**2) - 1e-6)


def count_distribution(trials, p, size=401):
    """Distribution of K by repeated convolution of one 0-or-1 outcome."""
    result, block = np.array([1.0]), np.array([1 - p, p])
    while trials:
        if trials & 1:
            result = np.convolve(result, block)[:size]
        trials >>= 1
        if trials:
            block = np.convolve(block, block)[:size]
    return result


def mean_and_variance(weights):
    k = np.arange(len(weights))
    mean = np.sum(k * weights)
    return mean, np.sum((k - mean)**2 * weights)


def convolved_relative_error(p, trials):
    mean, variance = mean_and_variance(count_distribution(trials, p))
    return math.sqrt(variance) / mean


def search_smallest_trials(p, r, low, high):
    """Bisection on the convolved distribution; low fails, high suffices."""
    assert convolved_relative_error(p, low) > r
    assert convolved_relative_error(p, high) < r
    while high - low > 1:
        middle = (low + high) // 2
        if convolved_relative_error(p, middle) <= r * (1 + 1e-9):
            high = middle
        else:
            low = middle
    return high


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


# Required number of trajectories
p, r = 0.001, 0.10
N = required_trials(p, r)
N_search = search_smallest_trials(p, r, 50_000, 200_000)
assert N_search == N
N_common = required_trials(0.3, r)
N_common_search = search_smallest_trials(0.3, r, 50, 400)
assert N_common_search == N_common
for trials in (1000, 10_000, N):
    assert math.isclose(convolved_relative_error(p, trials),
                        relative_error(p, trials), rel_tol=1e-8)

show("Planned sticking probability p", p)
show("Target relative standard error", f"{100*r:.0f}", "%")
show("Required trajectories, formula", N)
show("Required trajectories, search on count distribution", N_search)
show("Expected sticking events", f"{N*p:.1f}")
show("Standard deviation of event count", f"{math.sqrt(N*p*(1-p)):.2f}")
show("Standard error of p estimate", f"{r*p:.1e}")
show("Required trajectories if p = 0.3, formula", N_common)
show("Required trajectories if p = 0.3, search", N_common_search)
for other_p in (0.0005, 0.002):
    show(f"Required trajectories if p = {other_p}", required_trials(other_p, r))
show("Required trajectories for 1 % error at p = 0.001",
     required_trials(p, 0.01))

# Short runs and the meaning of one standard error
for trials in (1000, 10_000):
    show(f"Relative standard error with {trials} trajectories",
         f"{100*relative_error(p, trials):.1f}", "%")
no_event = count_distribution(1000, p)[0]
assert math.isclose(no_event, (1 - p)**1000, rel_tol=1e-9)
show("Chance of no event in 1000 trajectories", f"{100*no_event:.1f}", "%")
weights = count_distribution(N, p)
k = np.arange(len(weights))
for width in (1, 2):
    inside = weights[np.abs(k - N*p) <= width * r * N*p].sum()
    assert abs(inside - math.erf(width / math.sqrt(2))) < 0.01
    show(f"Chance that estimate lies within {10*width} % of p",
         f"{100*inside:.1f}", "%")
for events in (80, 100, 120):
    estimated = math.sqrt((1 - events / N) / events)
    show(f"Error estimated after a run with {events} events",
         f"{100*estimated:.1f}", "%")

# Whole campaigns with random normal energies and site-dependent barriers.
# Normal energies of impinging molecules follow exp(-E/kT); the barrier is
# uniform between a lowest value and that value plus a width.
T_gas, T_surface = 300.0, 900.0
kT_gas_eV = const.k * T_gas / const.e
barrier_width = 0.05 / kT_gas_eV
lowest_barrier = math.log(-math.expm1(-barrier_width) / barrier_width / p)
rng = np.random.default_rng(12345)
campaigns = 600
counts = np.empty(campaigns)
for i in range(campaigns):
    energy = rng.standard_exponential(N)
    barrier = lowest_barrier + barrier_width * rng.random(N)
    counts[i] = np.count_nonzero(energy > barrier)
simulated_p = counts.mean() / N
simulated_error = counts.std(ddof=1) / (N * p)
# sampling noise is about 0.4 % for the mean and 3 % for the spread
assert abs(simulated_p / p - 1) < 0.02
assert abs(simulated_error / r - 1) < 0.12
show("Simulated campaigns", campaigns)
show("Lowest barrier in simulation", f"{lowest_barrier*kT_gas_eV:.3f}", "eV")
show("Width of barrier range in simulation",
     f"{barrier_width*kT_gas_eV:.3f}", "eV")
show("Mean estimate over campaigns", f"{simulated_p:.6f}")
show("Relative spread of estimates over campaigns",
     f"{100*simulated_error:.1f}", "%")

# Shared surface snapshots: half have p(1+s), half have p(1-s)
s, m = 0.5, 999


def snapshot_factor(shared):
    return 1 + (shared - 1) * s**2 * p / (1 - p)


for shared in (1, 100, m):
    mixture = 0.5 * (count_distribution(shared, p * (1 + s))
                     + count_distribution(shared, p * (1 - s)))
    variance = mean_and_variance(mixture)[1]
    assert math.isclose(variance / (shared * p * (1 - p)),
                        snapshot_factor(shared), rel_tol=1e-8)
show("Relative spread of p between snapshots", f"{100*s:.0f}", "%")
show("Trajectories per shared snapshot", m)
show("Number of shared snapshots", N // m)
show("Variance factor from sharing", f"{snapshot_factor(m):.3f}")
show("Relative standard error with sharing",
     f"{100*r*math.sqrt(snapshot_factor(m)):.1f}", "%")
show("Variance factor with 100 per snapshot", f"{snapshot_factor(100):.3f}")

# Trajectories stopped while a weakly trapped molecule is still present
trapped, well_eV, attempt_rate = 0.1, 0.2, 1e13
residence = math.exp(well_eV * const.e / (const.k * T_surface)) / attempt_rate
show("Surface temperature", f"{T_surface:.0f}", "K")
show("Fraction trapped that would later desorb", trapped)
show("Trapping well depth", well_eV, "eV")
show("Attempt rate of desorption", f"{attempt_rate:.0e}", "1/s")
show("Residence time", f"{residence*1e12:.2f}", "ps")
for stop_ps in (10, 20):
    remaining = trapped * math.exp(-stop_ps * 1e-12 / residence)
    decay = solve_ivp(lambda t, y: -y / (residence * 1e12), (0, stop_ps),
                      [trapped], rtol=1e-9, atol=1e-14)
    assert math.isclose(decay.y[0, -1], remaining, rel_tol=1e-4)
    show(f"False sticking relative to p, stop at {stop_ps} ps",
         f"{100*remaining/p:.2g}", "%")

# Impingement flux and growth rate on a bare surface
pressure = 1e-3 * const.torr
mass = (28.085 + 4 * 1.008) * const.atomic_mass
flux = pressure / math.sqrt(2 * math.pi * mass * const.k * T_gas)
thermal_speed = math.sqrt(const.k * T_gas / mass)
mean_inward = quad(lambda u: u * math.exp(-u*u/2) / math.sqrt(2*math.pi),
                   0, 20)[0]
flux_quadrature = pressure / (const.k * T_gas) * thermal_speed * mean_inward
assert math.isclose(flux, flux_quadrature, rel_tol=1e-7)
lattice = const.value("lattice parameter of silicon")
atom_density = 8 / lattice**3
growth = p * flux / atom_density * 1e9 * 60
show("Silane pressure", f"{pressure/const.torr*1e3:.0f}", "mTorr")
show("Gas temperature", f"{T_gas:.0f}", "K")
show("Impingement flux", f"{flux*1e-4:.3e}", "1/(cm2 s)")
show("Silicon atomic density", f"{atom_density*1e-6:.3e}", "1/cm3")
show("Growth rate on bare surface", f"{growth:.2f}", "nm/min")
show("Counting error of growth rate", f"{r*growth:.2f}", "nm/min")

# Hydrogen coverage: four atoms per stuck silane, two free sites needed,
# first-order desorption with rough parameters
site_density = 2 / lattice**2
H_barrier_eV, H_prefactor = 2.0, 1e13
desorption = H_prefactor * math.exp(-H_barrier_eV * const.e
                                    / (const.k * T_surface))
supply = 4 * p * flux / site_density


def coverage_rate(theta):
    return supply * (1 - theta)**2 - desorption * theta


coverage = brentq(coverage_rate, 0, 1)
history = solve_ivp(lambda t, y: coverage_rate(y), (0, 40 / desorption),
                    [0.0], method="LSODA", rtol=1e-9, atol=1e-12)
assert math.isclose(history.y[0, -1], coverage, rel_tol=1e-5)
show("Hydrogen desorption barrier", H_barrier_eV, "eV")
show("Hydrogen desorption prefactor", f"{H_prefactor:.0e}", "1/s")
show("Hydrogen desorption rate constant", f"{desorption:.1f}", "1/s")
show("Hydrogen supply rate per site, bare surface", f"{supply:.2f}", "1/s")
show("Steady hydrogen coverage", f"{coverage:.3f}")
show("Growth rate lost to blocked sites",
     f"{100*(1-(1-coverage)**2):.1f}", "%")

print("finished without a failed check")
```

Printed output:

```
Planned sticking probability p: 0.001
Target relative standard error: 10 %
Required trajectories, formula: 99900
Required trajectories, search on count distribution: 99900
Expected sticking events: 99.9
Standard deviation of event count: 9.99
Standard error of p estimate: 1.0e-04
Required trajectories if p = 0.3, formula: 234
Required trajectories if p = 0.3, search: 234
Required trajectories if p = 0.0005: 199900
Required trajectories if p = 0.002: 49900
Required trajectories for 1 % error at p = 0.001: 9990000
Relative standard error with 1000 trajectories: 99.9 %
Relative standard error with 10000 trajectories: 31.6 %
Chance of no event in 1000 trajectories: 36.8 %
Chance that estimate lies within 10 % of p: 68.4 %
Chance that estimate lies within 20 % of p: 95.5 %
Error estimated after a run with 80 events: 11.2 %
Error estimated after a run with 100 events: 10.0 %
Error estimated after a run with 120 events: 9.1 %
Simulated campaigns: 600
Lowest barrier in simulation: 0.157 eV
Width of barrier range in simulation: 0.050 eV
Mean estimate over campaigns: 0.001001
Relative spread of estimates over campaigns: 9.9 %
Relative spread of p between snapshots: 50 %
Trajectories per shared snapshot: 999
Number of shared snapshots: 100
Variance factor from sharing: 1.250
Relative standard error with sharing: 11.2 %
Variance factor with 100 per snapshot: 1.025
Surface temperature: 900 K
Fraction trapped that would later desorb: 0.1
Trapping well depth: 0.2 eV
Attempt rate of desorption: 1e+13 1/s
Residence time: 1.32 ps
False sticking relative to p, stop at 10 ps: 5.1 %
False sticking relative to p, stop at 20 ps: 0.0026 %
Silane pressure: 1 mTorr
Gas temperature: 300 K
Impingement flux: 3.579e+17 1/(cm2 s)
Silicon atomic density: 4.994e+22 1/cm3
Growth rate on bare surface: 4.30 nm/min
Counting error of growth rate: 0.43 nm/min
Hydrogen desorption barrier: 2.0 eV
Hydrogen desorption prefactor: 1e+13 1/s
Hydrogen desorption rate constant: 63.2 1/s
Hydrogen supply rate per site, bare surface: 2.11 1/s
Steady hydrogen coverage: 0.031
Growth rate lost to blocked sites: 6.2 %
finished without a failed check
```
